# Brick-layer impedance and grain-boundary conductivity from arc capacitances: test program

```python
"""Brick-layer impedance of equal cubic grains with thin resistive boundaries.

Result under test: Z = (L/A) [1/(sigma_g + i w eps_g) + x/(sigma_b + i w eps_b)],
and, for equal permittivities, sigma_b = (L/A) C_g / (R_b C_b).
L, A: sample length and area; x: boundary thickness / grain period;
sigma, eps: conductivity and permittivity; g: grain; b: boundary;
R, C: resistance and capacitance of the two arcs; w: angular frequency.
Lengths are in cm, conductivities in S/cm, permittivities in F/cm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, least_squares
from scipy.sparse import bmat, coo_matrix, diags
from scipy.sparse.linalg import spsolve

# Chosen round parameters
length, area = 0.1, 1.0
sigma_g, sigma_b = 1e-5, 1e-8
eps_r = 30.0
period_nm, thickness_nm = 1000.0, 5.0
temperature = 573.0
eps = eps_r * const.epsilon_0 / 100
x_thin = thickness_nm / period_nm
freq = np.logspace(1, 7, 25)
omega = 2 * np.pi * freq


def cell_response(psi_g, psi_b, x, n_g=9, n_b=3):
    """Finite-volume effective response of one eighth of the cubic cell."""
    wall = (1 - x) / 2
    distance = np.geomspace(x / 4, wall, n_g)
    edges = np.concatenate([wall - distance[::-1],
                            np.linspace(wall, 0.5, n_b + 1)])
    h = np.diff(edges)
    n = len(h)
    inside = np.arange(n) < n_g
    grain = (inside[:, None, None] & inside[None, :, None]
             & inside[None, None, :])
    psi = np.where(grain, psi_g, psi_b).astype(complex)
    index = np.arange(n**3).reshape(n, n, n)
    face = np.outer(h, h)
    diagonal = np.zeros(n**3, complex)
    rows, cols, links = [], [], []
    for axis in range(3):
        p = np.moveaxis(psi, axis, 0)
        k = np.moveaxis(index, axis, 0)
        half = h[:, None, None] / (2 * p)
        g = (face / (half[:-1] + half[1:])).ravel()
        a, b = k[:-1].ravel(), k[1:].ravel()
        diagonal[a] += g
        diagonal[b] += g
        rows += [a, b]
        cols += [b, a]
        links += [g, g]
    g_low = face * 2 * psi[0] / h[0]
    g_high = face * 2 * psi[-1] / h[-1]
    diagonal[index[0]] += g_low
    diagonal[index[-1]] += g_high
    source = np.zeros(n**3, complex)
    source[index[-1]] = g_high
    off = coo_matrix((np.concatenate(links),
                      (np.concatenate(rows), np.concatenate(cols))),
                     shape=(n**3, n**3))
    matrix = (diags(diagonal) - off).tocsc()
    v = spsolve(matrix, source, permc_spec="MMD_AT_PLUS_A")
    return 2 * np.sum(g_low * v[index[0]])


def field_spectrum(x, eps_b):
    return np.array([length / area / cell_response(
        sigma_g + 1j * w * eps, sigma_b + 1j * w * eps_b, x) for w in omega])


def fit_arcs(z):
    """Two parallel RC elements fitted with relative weights."""
    c_high = 1 / (omega[-1] * abs(z[-1].imag))
    r_total = z[0].real
    start = np.log([0.3 * r_total, c_high, 0.7 * r_total, 100 * c_high])

    def residual(p):
        r1, c1, r2, c2 = np.exp(p)
        model = r1 / (1 + 1j * omega * r1 * c1) + r2 / (1 + 1j * omega * r2 * c2)
        q = (model - z) / abs(z)
        return np.concatenate([q.real, q.imag])

    fit = least_squares(residual, start, xtol=1e-12, ftol=1e-12, gtol=1e-12)
    r1, c1, r2, c2 = np.exp(fit.x)
    return (r1, c1, r2, c2) if r1 * c1 < r2 * c2 else (r2, c2, r1, c1)


def thin_estimate(arcs):
    r_g, c_g, r_b, c_b = arcs
    return length / area * c_g / (r_b * c_b)


def improved_estimate(arcs):
    r_g, c_g, r_b, c_b = arcs
    return length / area * c_g / (r_b * (c_g + c_b))


def dc_bounds(sg, sb, x):
    f = (1 - x)**2
    columns = f / ((1 - x) / sg + x / sb) + (1 - f) * sb
    layers = 1 / ((1 - x) / (f * sg + (1 - f) * sb) + x / sb)
    return columns, layers


# Static bounds, grid refinement, and the case of conducting boundaries
dc = cell_response(sigma_g, sigma_b, x_thin).real
dc_fine = cell_response(sigma_g, sigma_b, x_thin, 13, 4).real
low, high = dc_bounds(sigma_g, sigma_b, x_thin)
assert low * (1 - 1e-7) <= dc <= high * (1 + 1e-7)
assert abs(dc_fine / dc - 1) < 2e-3
sigma_fast = 100 * sigma_g
dc_fast = cell_response(sigma_g, sigma_fast, x_thin).real
low_f, high_f = dc_bounds(sigma_g, sigma_fast, x_thin)
series_fast = 1 / (1 / sigma_g + x_thin / sigma_fast)
assert low_f * (1 - 1e-7) <= dc_fast <= high_f * (1 + 1e-7)
assert dc_fast > 1.5 * series_fast

# Impedance law and recovery of the boundary conductivity from field spectra
z_field = field_spectrum(x_thin, eps)
z_law = length / area * (1 / (sigma_g + 1j * omega * eps)
                         + x_thin / (sigma_b + 1j * omega * eps))
law_error = np.max(abs(z_law / z_field - 1))
assert law_error < 0.015
arcs = fit_arcs(z_field)
r_g, c_g, r_b, c_b = arcs
x_thick = 4 * x_thin
arcs_thick = fit_arcs(field_spectrum(x_thick, eps))
for trial in (arcs, arcs_thick):
    assert abs(trial[2] * trial[3] * sigma_b / eps - 1) < 0.005
    assert abs(improved_estimate(trial) / sigma_b - 1) < 0.01
    assert abs(thin_estimate(trial) / sigma_b - 1) < 0.03
assert abs(length / (area * r_g) / sigma_g - 1) < 0.03
thickness_found = period_nm * c_g / c_b
assert abs(thickness_found / thickness_nm - 1) < 0.03

# Permittivity of the boundary 20 percent below that of the grain
eps_ratio = 0.8
arcs_eps = fit_arcs(field_spectrum(x_thin, eps_ratio * eps))
bias_eps = thin_estimate(arcs_eps) / sigma_b
assert abs(bias_eps * eps_ratio - 1) < 0.02
assert abs(arcs_eps[2] * arcs_eps[3] * sigma_b / (eps_ratio * eps) - 1) < 0.005

# Stray capacitance across the sample
c_stray = 0.3e-12
arcs_stray = fit_arcs(1 / (1 / z_field + 1j * omega * c_stray))
bias_stray = thin_estimate(arcs_stray) / sigma_b
known_eps_stray = eps / (arcs_stray[2] * arcs_stray[3]) / sigma_b
assert abs(bias_stray / (1 + c_stray / c_g) - 1) < 0.02
assert abs(known_eps_stray - 1) < 0.01

# Log-normal spread of conductivity from boundary to boundary
spread = 0.5
nodes, weights = np.polynomial.hermite_e.hermegauss(25)
weights = weights / weights.sum()
z_spread = length / area * (1 / (sigma_g + 1j * omega * eps) + x_thin * np.sum(
    weights / (sigma_b * np.exp(spread * nodes)
               + 1j * omega[:, None] * eps), axis=1))
bias_spread = thin_estimate(fit_arcs(z_spread)) / sigma_b
assert np.exp(-1.5 * spread**2) < bias_spread < 1


# Depletion barrier: potential in kT/(2e), length in Debye lengths,
# time in eps/sigma_g; mobile doubly charged vacancies, immobile dopant.
def slope(phi):
    return np.sqrt(np.maximum(2 * (phi + np.expm1(-phi)), 0))


def barrier_rc(u):
    resistance = quad(lambda p: np.expm1(p) / slope(p), 0, u)[0]
    capacitance = -np.expm1(-u) / slope(u)
    return resistance, capacitance


def barrier_mismatch(u):
    r, c = barrier_rc(u)
    return 1 / (r * c) - sigma_b / sigma_g


u = brentq(barrier_mismatch, 4, 20)
r_bar, c_bar = barrier_rc(u)
span, n_step = 16.0, 1600
step = span / n_step
grid = np.linspace(0, span, 2 * n_step + 1)
profile = solve_ivp(lambda x, p: -slope(p), (0, span), [u], t_eval=grid,
                    rtol=1e-9, atol=1e-11, max_step=0.1).y[0]
carriers = np.exp(-profile)
node, mid = carriers[2:-1:2], carriers[1::2]
w_bar = sigma_b / sigma_g
one = np.ones(n_step - 2)
lap = diags([one, -2 * np.ones(n_step - 1), one], [-1, 0, 1]).tocsr() / step
flow = diags([mid[1:-1], -(mid[:-1] + mid[1:]), mid[1:-1]],
             [-1, 0, 1]).tocsr() / step
charge = diags(node * step).tocsr()
# Unknowns: electrochemical potential change, then electrostatic change
system = bmat([[1j * w_bar * charge - flow, -1j * w_bar * charge],
               [charge, lap - charge]]).tocsc()
rhs = np.zeros(2 * (n_step - 1), complex)
rhs[n_step - 2] = mid[-1] / step
rhs[-1] = -1 / step
change = spsolve(system, rhs)
admittance = (mid[-1] * (1 - change[n_step - 2])
              + 1j * w_bar * (1 - change[-1])) / step
excess = 1 / (1 / admittance - span / (1 + 1j * w_bar))
r_num, c_num = 1 / excess.real, excess.imag / w_bar
assert abs(r_num / r_bar - 1) < 0.02
assert abs(c_num / c_bar - 1) < 0.02
kt_ev = const.k * temperature / const.e
height = u * kt_ev / 2
debye_nm = thickness_nm * c_bar / 2
vacancies = (eps_r * const.epsilon_0 * const.k * temperature
             / (4 * const.e**2 * (debye_nm * 1e-9)**2)) * 1e-6
core_sigma = sigma_g * np.exp(-u)
assert sigma_b > 5 * core_sigma

# Signal per boundary and electrode reactance
amplitude = 0.1
boundaries = length * 1e7 / period_nm
per_boundary = amplitude * r_b / (r_g + r_b) / boundaries
c_electrode = 1e-5 * area
react_apex = r_b * c_b / c_electrode
react_low = 1 / (omega[0] * c_electrode)
assert per_boundary < 0.1 * kt_ev / 2

print(f"Sample length {length * 10:.1f} mm, area {area:.1f} cm2")
print(f"Grain period {period_nm:.0f} nm, boundary {thickness_nm:.1f} nm")
print(f"Thickness fraction x = {x_thin:.4f}")
print(f"Relative permittivity {eps_r:.0f}, temperature {temperature:.0f} K")
print(f"Input grain conductivity {sigma_g:.2e} S/cm")
print(f"Input boundary conductivity {sigma_b:.2e} S/cm")
print(f"Frequency range {freq[0]:.0f} Hz to {freq[-1] / 1e6:.0f} MHz")
print(f"DC conductivity, field solution {dc:.4e} S/cm")
print(f"DC lower and upper bounds {low:.4e}, {high:.4e} S/cm")
print(f"DC change on finer grid {100 * (dc_fine / dc - 1):.4f} %")
print(f"Largest error of impedance law {100 * law_error:.2f} %")
print(f"Fitted R_g {r_g / 1e3:.3f} kohm, C_g {c_g * 1e12:.3f} pF")
print(f"Fitted R_b {r_b / 1e3:.3f} kohm, C_b {c_b * 1e12:.1f} pF")
print(f"Grain arc apex {1 / (2 * np.pi * r_g * c_g) / 1e3:.1f} kHz")
print(f"Boundary arc apex {1 / (2 * np.pi * r_b * c_b):.1f} Hz")
print(f"Boundary conductivity, thin formula {thin_estimate(arcs):.4e} S/cm")
print(f"Same, improved formula {improved_estimate(arcs):.4e} S/cm")
print(f"Apparent value ignoring thickness {length / area / r_b:.3e} S/cm")
print(f"Thickness from capacitances and period {thickness_found:.3f} nm")
print(f"Thicker boundary tested {x_thick * period_nm:.0f} nm")
print(f"  thin formula {thin_estimate(arcs_thick):.4e} S/cm")
print(f"  improved formula {improved_estimate(arcs_thick):.4e} S/cm")
print(f"Conducting boundary, sigma_b/sigma_g = {sigma_fast / sigma_g:.0f}")
print(f"  true/series-law dc conductivity {dc_fast / series_fast:.3f}")
print(f"Permittivity ratio eps_b/eps_g {eps_ratio:.1f}")
print(f"  estimate/true conductivity {bias_eps:.3f}")
print(f"Stray capacitance {c_stray * 1e12:.1f} pF")
print(f"  estimate/true conductivity {bias_stray:.3f}")
print(f"  same using known permittivity {known_eps_stray:.4f}")
print(f"Log-normal spread of sigma_b, ln width {spread:.1f}")
print(f"  estimate/median conductivity {bias_spread:.3f}")
print(f"Barrier energy over kT {u:.3f}")
print(f"Barrier height {height:.3f} V")
print(f"Half-barrier R, quadrature {r_bar:.1f}, drift-diffusion {r_num:.1f}")
print(f"Half-barrier C, formula {c_bar:.5f}, drift-diffusion {c_num:.5f}")
print("  (R and C above in Debye-length units, dimensionless)")
print(f"Conductivity at barrier core {core_sigma:.3e} S/cm")
print(f"Arc value/core value {sigma_b / core_sigma:.2f}")
print(f"Debye length {debye_nm:.3f} nm")
print(f"Implied vacancy density {vacancies:.2e} cm^-3")
print(f"Signal amplitude {amplitude * 1e3:.0f} mV over {boundaries:.0f} boundaries")
print(f"  per boundary {per_boundary * 1e3:.4f} mV, kT/2e {kt_ev * 500:.2f} mV")
print(f"Electrode capacitance {c_electrode * 1e6:.0f} uF")
print(f"  reactance at boundary apex {react_apex:.1f} ohm")
print(f"  reactance at lowest frequency {react_low:.0f} ohm")
print("success")
```

It prints:

```
Sample length 1.0 mm, area 1.0 cm2
Grain period 1000 nm, boundary 5.0 nm
Thickness fraction x = 0.0050
Relative permittivity 30, temperature 573 K
Input grain conductivity 1.00e-05 S/cm
Input boundary conductivity 1.00e-08 S/cm
Frequency range 10 Hz to 10 MHz
DC conductivity, field solution 1.6607e-06 S/cm
DC lower and upper bounds 1.6515e-06, 1.6653e-06 S/cm
DC change on finer grid 0.0066 %
Largest error of impedance law 0.50 %
Fitted R_g 10.050 kohm, C_g 26.697 pF
Fitted R_b 50.167 kohm, C_b 5294.7 pF
Grain arc apex 593.2 kHz
Boundary arc apex 599.2 Hz
Boundary conductivity, thin formula 1.0051e-08 S/cm
Same, improved formula 1.0000e-08 S/cm
Apparent value ignoring thickness 1.993e-06 S/cm
Thickness from capacitances and period 5.042 nm
Thicker boundary tested 20 nm
  thin formula 1.0209e-08 S/cm
  improved formula 1.0002e-08 S/cm
Conducting boundary, sigma_b/sigma_g = 100
  true/series-law dc conductivity 1.994
Permittivity ratio eps_b/eps_g 0.8
  estimate/true conductivity 1.254
Stray capacitance 0.3 pF
  estimate/true conductivity 1.016
  same using known permittivity 1.0000
Log-normal spread of sigma_b, ln width 0.5
  estimate/median conductivity 0.849
Barrier energy over kT 9.694
Barrier height 0.239 V
Half-barrier R, quadrature 4170.2, drift-diffusion 4174.1
Half-barrier C, formula 0.23979, drift-diffusion 0.23984
  (R and C above in Debye-length units, dimensionless)
Conductivity at barrier core 6.163e-10 S/cm
Arc value/core value 16.23
Debye length 0.599 nm
Implied vacancy density 5.69e+19 cm^-3
Signal amplitude 100 mV over 1000 boundaries
  per boundary 0.0833 mV, kT/2e 24.69 mV
Electrode capacitance 10 uF
  reactance at boundary apex 26.6 ohm
  reactance at lowest frequency 1592 ohm
success
```
